# The coherent potential condition, its Soven form and the neglected multi-site scattering: test program

```python
# Coherent potential approximation (CPA) for a binary alloy on a lattice.
# H = sum_i eps_i |i><i| + W, eps_i = eA (probability c) or eB (1-c), independent.
# Claim: the medium S fixed by <t> = 0, t = (eps-S)/(1-(eps-S)F), obeys
#   S = ebar - (eA-S) F (eB-S)   (Soven form),
# and the neglected part of <T> starts with the site sequence i j i j.
# F: site-diagonal medium propagator; T: total scattering matrix of the alloy.
# W: nearest-neighbour hopping h on a chain or ring; h = 1 is the energy unit.
import itertools
import numpy as np

c, eA, eB = 0.3, 1.5, -1.5
N = 10
I = np.eye(N)
W = np.roll(I, 1, axis=0) + np.roll(I, -1, axis=0)
k = 2 * np.pi * np.arange(N) / N


def F_ring(zeta):
    return np.mean(1 / (np.asarray(zeta)[..., None] - 2 * np.cos(k)), axis=-1)


def F_chain(zeta):
    return 1 / (np.sqrt(zeta - 2 + 0j) * np.sqrt(zeta + 2 + 0j))


def t_site(e, S, F):
    return (e - S) / (1 - (e - S) * F)


def solve_cpa(z, c, eA, eB, F_of, start=None):
    z = np.asarray(z, dtype=complex)
    S = np.full(z.shape, c * eA + (1 - c) * eB if start is None else start,
                dtype=complex)
    for _ in range(3000):
        F = F_of(z - S)
        tm = c * t_site(eA, S, F) + (1 - c) * t_site(eB, S, F)
        step = tm / (1 + F * tm)
        S = S + step
        if np.max(np.abs(step)) < 1e-17:
            break
    assert np.max(np.abs(step)) < 1e-12
    return S, F_of(z - S)


is_A = np.array(list(itertools.product([0, 1], repeat=N)), dtype=bool)


def ring_alloy(c, eA, eB):
    """All configurations of the ring: weights, site energies, Hamiltonians."""
    n = is_A.sum(axis=1)
    eps = np.where(is_A, eA, eB)
    return c**n * (1 - c)**(N - n), eps, W + eps[:, :, None] * I


def ring_T(z, S, eps, H):
    """T = V + V G V from the definition, for every configuration."""
    G = np.linalg.inv(z * I - H)
    v = eps - S
    return v[:, :, None] * I + v[:, :, None] * G * v[:, None, :], G


def cfmt(x):
    x = complex(x)
    return f"{x.real:.6f} {x.imag:+.6f}i"


ebar = c * eA + (1 - c) * eB
etil = (1 - c) * eA + c * eB
delta = eA - eB
mu2 = c * (1 - c) * delta**2
print(f"c = {c}, eA = {eA} h, eB = {eB} h, ebar = {ebar:.3f} h")
print(f"variance mu2 = {mu2:.4f} h^2, etilde = {etil:.3f} h")

# --- infinite chain at one complex energy ---
z = 0.5 + 0.2j
S, F = solve_cpa(z, c, eA, eB, F_chain)
tA, tB = t_site(eA, S, F), t_site(eB, S, F)
GA, GB = F / (1 - (eA - S) * F), F / (1 - (eB - S) * F)
# Soven form with F eliminated gives a cubic; select its physical root
left_poly = np.polymul(np.polymul([-1, ebar], [-1, ebar]),
                       np.polysub(np.polymul([-1, z], [-1, z]), [4]))
AB = np.polymul([-1, eA], [-1, eB])
roots = np.roots(np.polysub(left_poly, np.polymul(AB, AB))[1:])
good = [r for r in roots if r.imag <= 0 and
        abs(F_chain(z - r) - (ebar - r) / ((eA - r) * (eB - r))) < 1e-8]
assert len(good) == 1 and abs(good[0] - S) < 1e-9
assert abs(S - ebar - mu2 / (S + 1 / F - etil)) < 1e-10
for start in (5 - 3j, -4 - 0.01j, -20j):
    assert abs(solve_cpa(z, c, eA, eB, F_chain, start)[0] - S) < 1e-10
print(f"Infinite chain, z = {cfmt(z)} h")
print("  Sigma [h]      ", cfmt(S))
print("  cubic root [h] ", cfmt(good[0]))
print("  F [1/h]        ", cfmt(F))
print("  tA [h]         ", cfmt(tA))
print("  tB [h]         ", cfmt(tB))
print(f"  |c tA+(1-c) tB| = {abs(c*tA + (1-c)*tB):.1e} h")
print("  GA [1/h]       ", cfmt(GA))
print("  GB [1/h]       ", cfmt(GB))
print("  c GA+(1-c) GB  ", cfmt(c * GA + (1 - c) * GB))

# --- limits: dilute A, and weak disorder ---
cd = 1e-5
Sd, _ = solve_cpa(z, cd, eA, eB, F_chain)
dilute = delta / (1 - delta * F_chain(z - eB))
assert abs((Sd - eB) / cd / dilute - 1) < 1e-3
dw = 0.02
Sw, _ = solve_cpa(z, c, dw / 2, -dw / 2, F_chain)
ew = (2 * c - 1) * dw / 2
assert abs((Sw - ew) / (c * (1 - c) * dw**2) / F_chain(z - ew) - 1) < 0.02

# --- ring, strong disorder: exact average against the CPA ---
zr = 0.5 + 1.0j
p, eps, H = ring_alloy(c, eA, eB)
S, F = solve_cpa(zr, c, eA, eB, F_ring)
Gbar = np.linalg.inv((zr - S) * I - W)
G_imp = []
for e in (eA, eB):          # one real atom embedded in the medium
    M = (zr - S) * I - W
    M[0, 0] = zr - e
    G_imp.append(np.linalg.inv(M)[0, 0])
    assert abs(G_imp[-1] - F - F**2 * t_site(e, S, F)) < 1e-10
assert abs(c * G_imp[0] + (1 - c) * G_imp[1] - F) < 1e-10
T, G = ring_T(zr, S, eps, H)
Goff = Gbar - F * I
tau = t_site(eps, S, F)
assert np.allclose(T, np.linalg.inv((1 / tau)[:, :, None] * I - Goff), atol=1e-9)
Tm = np.einsum('a,aij->ij', p, T)
Gm = np.einsum('a,aij->ij', p, G)
assert np.allclose(Gm, Gbar + Gbar @ Tm @ Gbar, atol=1e-11)
fluct = np.einsum('a,ai,aij->ij', p, tau, Goff @ (T - Tm))
assert np.allclose(fluct, Tm, atol=1e-10) and np.max(abs(Tm)) > 1e-4
S_exact = zr * I - W - np.linalg.inv(Gm)
assert np.allclose(S_exact - S * I, Tm @ np.linalg.inv(I + Gbar @ Tm), atol=1e-10)
print(f"Ring of {N} sites, {len(p)} configurations, z = {cfmt(zr)} h")
print("  exact <G_00> [1/h]        ", cfmt(Gm[0, 0]))
print("  CPA F [1/h]               ", cfmt(F))
print("  CPA Sigma [h]             ", cfmt(S))
print("  exact self-energy 00 [h]  ", cfmt(S_exact[0, 0]))
print("  exact self-energy 01 [h]  ", cfmt(S_exact[0, 1]))

# --- which site sequences survive the average when <t> = 0 ---
def surviving(length):
    found = []
    for w in itertools.product(range(length // 2 + 1), repeat=length):
        canonical = all(w[i] <= max(w[:i], default=-1) + 1 for i in range(length))
        distinct = all(a != b for a, b in zip(w, w[1:]))
        if canonical and distinct and all(w.count(s) > 1 for s in set(w)):
            found.append(''.join('ijkl'[s] for s in w))
    return found


words = {n: surviving(n) for n in range(1, 7)}
assert not (words[1] or words[2] or words[3])
assert words[4] == ['ijij'] and words[5] == ['ijiji']
print("Surviving site sequences, orders 1 to 6:", [len(words[n]) for n in words])
print("  order 4:", *words[4], "; order 5:", *words[5])
print("  order 6:", *words[6])

# --- leading neglected terms against exact averages, weak disorder ---
errors = []
print("Leading neglected terms on the ring (exact <T> / formula):")
for d in (0.1, 0.05):
    p, eps, H = ring_alloy(c, d / 2, -d / 2)
    S, F = solve_cpa(zr, c, d / 2, -d / 2, F_ring)
    Gbar = np.linalg.inv((zr - S) * I - W)
    Tm = np.einsum('a,aij->ij', p, ring_T(zr, S, eps, H)[0])
    a, b = t_site(d / 2, S, F), t_site(-d / 2, S, F)
    t2, t3 = -a * b, -(a + b) * a * b
    assert abs(t2 - c * a**2 - (1 - c) * b**2) < 1e-12
    assert abs(t3 - c * a**3 - (1 - c) * b**3) < 1e-12
    r_off = Tm[0, 1] / (t2**2 * Gbar[0, 1]**3)
    r_dia = Tm[0, 0] / (t3 * t2 * np.sum(Gbar[0, 1:]**4))
    errors.append((abs(r_off - 1), abs(r_dia - 1)))
    print(f"  eA-eB = {d} h: |T01| = {abs(Tm[0,1]):.3e} h, |T00| = {abs(Tm[0,0]):.3e} h")
    print(f"    ratio 01: {cfmt(r_off)}; ratio 00: {cfmt(r_dia)}")
assert errors[1][0] < 0.02 and errors[1][0] < 0.35 * errors[0][0]
assert errors[1][1] < 0.10 and errors[1][1] < 0.65 * errors[0][1]

# --- moments of the density of states, strong disorder ---
p, eps, H = ring_alloy(c, eA, eB)
levels = np.linalg.eigvalsh(H)
circle = 8 * np.exp(2j * np.pi * (np.arange(64) + 0.5) / 64)
_, Fc = solve_cpa(circle, c, eA, eB, F_ring)
print("Moments of the density of states: order, exact, CPA [h^order]")
gap = []
for n in range(9):
    exact = p @ np.mean(levels**n, axis=1)
    cpa = np.mean(circle**(n + 1) * Fc).real
    gap.append(exact - cpa)
    print(f"  {n}  {exact:.6f}  {cpa:.6f}")
predicted = 2 * mu2**2 * np.sum(W[0]**4)
assert np.max(np.abs(gap[:8])) < 1e-6 and abs(gap[8] - predicted) < 1e-5
print(f"  eighth-moment gap: {gap[8]:.6f}, predicted {predicted:.6f} h^8")

# --- density of states: long random chains against the CPA ---
E = np.array([-3., -2., -1., 0., 1., 2., 3.])
eta = 0.1
zE = E + 1j * eta
length, chains, margin = 1600, 300, 300
rng = np.random.default_rng(7)
eps = np.where(rng.random((length, chains, 1)) < c, eA, eB)
left = np.zeros((length, chains, len(E)), dtype=complex)
g = np.zeros((chains, len(E)), dtype=complex)
for i in range(length):
    g = 1 / (zE - eps[i] - g)
    left[i] = g
right = np.zeros_like(g)
rho = np.zeros((chains, len(E)))
for i in range(length - 1, margin - 1, -1):
    if i < length - margin:
        rho -= (1 / (zE - eps[i] - left[i - 1] - right)).imag / np.pi
    right = 1 / (zE - eps[i] - right)
rho /= length - 2 * margin
mean, err = rho.mean(axis=0), rho.std(axis=0, ddof=1) / np.sqrt(chains)
SE, FE = solve_cpa(zE, c, eA, eB, F_chain)
assert np.all(SE.imag <= 0)
rho_cpa = -FE.imag / np.pi
assert np.max(np.abs(mean - rho_cpa) / err) > 10
print(f"Density of states [1/h], Im z = {eta} h, {chains} chains,"
      f" {length - 2*margin} sites used in each")
print("  E [h], random chains, standard error, CPA")
for row in zip(E, mean, err, rho_cpa):
    print("  {:+.1f}  {:.4f}  {:.4f}  {:.4f}".format(*row))

print("all tests passed")
```

Printed output:

```
c = 0.3, eA = 1.5 h, eB = -1.5 h, ebar = -0.600 h
variance mu2 = 1.8900 h^2, etilde = 0.600 h
Infinite chain, z = 0.500000 +0.200000i h
  Sigma [h]       -2.152032 -1.598077i
  cubic root [h]  -2.152032 -1.598077i
  F [1/h]         0.226533 -0.231329i
  tA [h]          0.191790 -7.642474i
  tB [h]          -0.082196 +3.275346i
  |c tA+(1-c) tB| = 5.9e-16 h
  GA [1/h]        -0.574876 -0.234649i
  GB [1/h]        0.569995 -0.229906i
  c GA+(1-c) GB   0.226533 -0.231329i
Ring of 10 sites, 1024 configurations, z = 0.500000 +1.000000i h
  exact <G_00> [1/h]         0.129069 -0.326939i
  CPA F [1/h]                0.122251 -0.319933i
  CPA Sigma [h]              -0.878035 -1.062243i
  exact self-energy 00 [h]   -0.851977 -1.044333i
  exact self-energy 01 [h]   -0.058435 -0.002739i
Surviving site sequences, orders 1 to 6: [0, 0, 0, 1, 1, 6]
  order 4: ijij ; order 5: ijiji
  order 6: ijijij ijikjk ijkijk ijkikj ijkjik ijkjki
Leading neglected terms on the ring (exact <T> / formula):
  eA-eB = 0.1 h: |T01| = 9.456e-08 h, |T00| = 2.298e-09 h
    ratio 01: 0.999877 -0.000393i; ratio 00: 0.998913 +0.010034i
  eA-eB = 0.05 h: |T01| = 5.898e-09 h, |T00| = 7.178e-11 h
    ratio 01: 0.999969 -0.000099i; ratio 00: 0.999467 +0.005109i
Moments of the density of states: order, exact, CPA [h^order]
  0  1.000000  1.000000
  1  -0.600000  -0.600000
  2  4.250000  4.250000
  3  -4.950000  -4.950000
  4  30.502500  30.502500
  5  -48.037500  -48.037500
  6  255.355625  255.355625
  7  -486.033375  -486.033375
  8  2328.978906  2314.690506
  eighth-moment gap: 14.288400, predicted 14.288400 h^8
Density of states [1/h], Im z = 0.1 h, 300 chains, 1000 sites used in each
  E [h], random chains, standard error, CPA
  -3.0  0.2172  0.0006  0.2222
  -2.0  0.1884  0.0006  0.1629
  -1.0  0.1577  0.0005  0.1521
  +0.0  0.1723  0.0006  0.1658
  +1.0  0.1169  0.0008  0.0961
  +2.0  0.2096  0.0008  0.1289
  +3.0  0.0707  0.0005  0.0918
all tests passed
```
